# Transient-Localization Mobility from a Relaxation-Time Ansatz in a Disordered Chain, part 2

A carrier with charge of magnitude \(e\) moves along a chain of sites of spacing \(a\). The transfer integrals \(J_i\), of mean \(J\), fluctuate because the molecules vibrate. We seek the mobility \(\mu\) and diffusivity \(D\) at temperature \(T\). The Hamiltonian is \(H=-\sum_i J_i(|i\rangle\langle i+1|+|i+1\rangle\langle i|)\), the position \(X=a\sum_i i\,|i\rangle\langle i|\), and the velocity \(V=(i/\hbar)[H,X]\).

In linear response to a constant force \(F\), with equilibrium density operator \(\rho\), the mean velocity is

\[
v(t)=\mathrm{Tr}(V\delta\rho)=F\int_0^t K(s)\,ds,\qquad K(s)=\frac{i}{\hbar}\mathrm{Tr}\left(V(s)[X,\rho]\right). \tag{4}
\]

With \(C_+(t)=\langle V(t)V(0)+V(0)V(t)\rangle\), this gives the Einstein relation

\[
\mu=e\int_0^\infty K(s)\,ds=\frac{eD}{kT},\qquad D=\frac12\int_0^\infty C_+(t)\,dt . \tag{9}
\]

The relaxation-time ansatz damps the frozen-bond correlation \(C_{0+}\) with a memory time \(\tau\):

\[
C_+(t)=C_{0+}(t)\,e^{-t/\tau},\qquad t\ge0 . \tag{13}
\]

With the frozen spread \(S_0(t)=\langle[X(t)-X(0)]^2\rangle_0\), the transient length \(L\) and the mobility follow:

\[
D=\frac1{2\tau^2}\int_0^\infty e^{-t/\tau}S_0\,dt=\frac{L^2(\tau)}{2\tau},\qquad L^2(\tau)=\frac1\tau\int_0^\infty e^{-t/\tau}S_0(t)\,dt . \tag{15}
\]

\[
\boxed{\;\mu=\frac{e\,L^2(\tau)}{2kT\,\tau}\;} \tag{16}
\]

For frozen eigenstates of energies \(E_n\), let \(\omega_{nm}=(E_n-E_m)/\hbar\) and \(p_n=e^{-E_n/kT}/Z\), with \(Z\) summed over the whole disorder ensemble. Then

\[
L^2(\tau)=2\sum_{nm}p_n|V_{nm}|^2\frac{\tau^2}{1+\omega_{nm}^2\tau^2}, \tag{17}
\]

also valid on a ring much longer than \(L\). For an open chain,

\[
L^2(\tau)=2\sum_{nm}p_n|X_{nm}|^2\frac{\omega_{nm}^2\tau^2}{1+\omega_{nm}^2\tau^2}. \tag{18}
\]

Averaging over pairs weighted by their contributions to \(D\),

\[
\frac{d\ln\mu}{d\ln\tau}=\left\langle\!\left\langle\frac{1-\omega^2\tau^2}{1+\omega^2\tau^2}\right\rangle\!\right\rangle . \tag{19}
\]

Once \(L\) saturates, \(\mu\propto1/\tau\). For a clean chain, \(L^2=2\langle V^2\rangle\tau^2\), which gives the Drude formula

\[
\mu=\frac{e\tau\langle V^2\rangle}{kT}, \tag{20}
\]

\[
\langle V^2\rangle=\left(\frac{2Ja}{\hbar}\right)^2\frac{I_1(z)}{z\,I_0(z)} , \tag{21}
\]

where \(z=2J/kT\) and \(I_0,I_1\) are modified Bessel functions.

Damping \(K\) in place of \(C_+\) gives, with \(g(\omega)=\tanh(\hbar\omega/2kT)/(\hbar\omega/2kT)\),

\[
L_K^2(\tau)=2\sum_{nm}p_n\,g(\omega_{nm})|V_{nm}|^2\frac{\tau^2}{1+\omega_{nm}^2\tau^2}. \tag{23}
\]

Section 1 also considered Gaussian damping, \(e^{-t^2/2\tau^2}\), in place of the exponential in (13).

### Parameters and calculation

The parameters are round values in the regime of a high-mobility molecular crystal such as rubrene: \(a=0.7\) nm, mean transfer integral \(J=0.10\) eV and lattice quantum \(\hbar\Omega=5\) meV. At \(T=300\) K, where \(kT=25.85\) meV, the bonds have independent Gaussian fluctuations of standard deviation \(\sigma=0.03\) eV. The memory time is estimated as the inverse angular frequency of the lattice,

\[
\tau=\frac1\Omega=131.6\ \text{fs}. \tag{24}
\]

This identification fixes an order of magnitude; the theory does not determine the factor in front.

To evaluate (17), the Hamiltonian of a closed ring of 400 sites is diagonalized for 30 random sets of bonds. The numerator and the norm are summed separately over the rings, as the ensemble weights require. The result is

\[
L^2=7.02\pm0.17\ \text{nm}^2,\qquad L=2.65\ \text{nm}=3.8\,a , \tag{25}
\]

where the uncertainty is the standard error of the sampling. Sixty rings of 200 sites give \(6.91\pm0.20\) nm², so no effect of the ring size is resolved.

With \(1\ \text{nm}^2=10^{-14}\ \text{cm}^2\) and \(kT/e=0.02585\) V,

\[
\mu=\frac{7.02\times10^{-14}\ \text{cm}^2}{2(0.02585\ \text{V})(1.316\times10^{-13}\ \text{s})}=10.3\ \text{cm}^2/\text{Vs}, \tag{26}
\]

with a sampling error of 0.2 cm²/Vs.

For the clean chain, (21) gives a root-mean-square velocity of 0.0739 nm/fs. The Drude formula (20) with the same \(\tau\) then gives

\[
\mu_{\rm clean}=\frac{(0.0739\ \text{nm/fs})^2(131.6\ \text{fs})}{0.02585\ \text{V}}=278\ \text{cm}^2/\text{Vs}.
\]

The corresponding clean length is \(\sqrt2\times0.0739\times131.6=13.8\) nm. Disorder shortens the transient length by a factor of about five, and the mobility, which contains its square, by a factor of 27. Most of this factor is ordinary scattering. In the Born approximation the bond disorder relaxes a band velocity \(v\) at the rate \(8\sigma^2a/(\hbar^2|v|)\), a time of about 6 fs at the root-mean-square velocity, and the thermal average gives about 20 cm²/Vs. This estimate is rough, since the mean free path is then shorter than \(a\). Localization within \(\tau\) accounts for the remaining factor of about two.

### Dependence on the memory time

The same 400-site rings give the following values when \(\tau\) alone is varied.

| \(\tau\) (fs) | \(L\) (nm) | \(\mu\) (cm²/Vs) |
|---:|---:|---:|
| 10 | 0.97 | 18.2 |
| 30 | 1.69 | 18.5 |
| 100 | 2.49 | 12.0 |
| 300 | 3.05 | 6.0 |
| 1000 | 3.45 | 2.3 |
| 3000 | 3.65 | 0.86 |

The length grows throughout, as (18) requires. The mobility is nearly the same at 10 and 30 fs and falls beyond, in accordance with the change of sign in (19). At 131.6 fs the chain is already on the falling side, where a lattice that stays frozen longer carries less current. This part of the curve is the opposite of Drude behaviour.

Saturation is slow. Taking logarithms in (16) gives \(d\ln\mu/d\ln\tau=2\,d\ln L/d\ln\tau-1\). Between 1000 and 3000 fs the computed slope is \(-0.89\), because \(L\) still rises from 3.45 to 3.65 nm. The \(1/\tau\) law is approached but not reached. Around the working point, a threefold increase of \(\tau\) from 100 to 300 fs halves the mobility. An uncertain factor of order one in (24) therefore matters more than the sampling error in (26).

### Dependence on temperature

For classical vibrations the variance of the bonds is proportional to \(T\), so \(\sigma\) is scaled as \(\sqrt T\) from its value at 300 K. The values of \(J\), \(a\) and \(\tau\) are held fixed. Thirty rings of 240 sites, with the same random numbers at each temperature, give 13.6, 9.4 and 7.1 cm²/Vs at 200, 300 and 400 K.

The 300 K value lies 0.9 cm²/Vs below (26), although the parameters are the same. If the sampling error scales with the inverse square root of the total number of sites, it is about 0.3 cm²/Vs for the smaller sample. The difference is then roughly twice the combined error. Since the 200-site rings showed no resolved size effect, a sampling fluctuation is the likely cause. Comparisons based on the smaller sample are made below with its own reference value, 9.4 cm²/Vs.

From 200 to 400 K the mean slope \(d\ln\mu/d\ln T\) is \(-0.95\). By (16), \(L^2\) is proportional to \(\mu T\) at fixed \(\tau\), and this product changes by only a few per cent over the range (4 % in this sample). The net temperature dependence is thus close to that of the factor \(1/kT\). Two influences act on \(L^2\). From 200 to 400 K the larger fluctuations alone lower it by a factor of about 2.4, and the changed occupation of the states alone raises it by about the same factor, so each is large and only their net effect is small here. That near-cancellation belongs to these parameters and is not a general law.

### Effects left out of the chain

The largest computed change comes from coupling between chains. Six parallel chains of 80 sites, closed in both directions, were coupled by transfer integrals of mean 0.02 eV with the same relative fluctuation as along the chain. Eight such samples give \(21.5\pm0.7\) cm²/Vs along the chains, twice the value (26). A plausible reason is that sideways motion lets a carrier pass places that would return it in a single chain; the calculation does not isolate this mechanism. Convergence with the number of chains was not examined.

Random site energies with a standard deviation of 0.03 eV lower the mobility from 9.4 to 6.8 cm²/Vs, a reduction of roughly a quarter, given the limited sample. The bonds are the same in both calculations.

Fast intramolecular vibrations can narrow the band. As a simple model of this, \(J\) and \(\sigma\) are both multiplied by \(\lambda=0.8\). The mobility then rises from 9.4 to 11.4 cm²/Vs, which may seem surprising for a narrower band. The scaling of (18) accounts for it. When \(H\) is replaced by \(\lambda H\), the eigenstates and \(X_{nm}\) are unchanged and all frequencies are multiplied by \(\lambda\). Therefore

\[
L^2_{\lambda}(T,\tau)=L^2_{1}(T/\lambda,\lambda\tau), \tag{27}
\]

where the bond disorder on the right is held at its original \(\sigma\). The shorter effective time \(\lambda\tau=105\) fs can only reduce \(L\). The increase must come from the effective temperature \(T/\lambda=375\) K in the weights, which fills higher states.

Damping the response function, equation (23), gives 9.5 in place of 10.3 cm²/Vs on the same rings. This ambiguity of the ansatz amounts to 8 %. The form of the damping matters much more: the Gaussian factor \(e^{-t^2/2\tau^2}\) of Section 1, with the same \(\tau\), lowers the mobility by roughly 45 %. The value (26) is therefore an estimate of the order of magnitude, whatever its sampling error.

Three further effects are small or set a limit of use:

- The ratio of quantum to classical variance of a harmonic bond coordinate is \(y\coth y\) with \(y=\hbar\Omega/2kT\). It is 1.003, so classical fluctuations are adequate for the 5 meV mode.
- At \(10^{-3}\) carriers per site, shared between two spin directions, the occupation of the states averaged over the carriers is 0.006. Corrections from the exclusion principle are expected to be of that relative order.
- The energy gained over one transient length equals \(kT\) at the field \(kT/(eL)=0.02585\ \text{V}/2.65\ \text{nm}=0.098\) MV/cm. The linear response used in (4) requires fields well below this value.

### Carriers on moving bonds

The ansatz can be confronted with an explicit motion of the bonds,

\[
J_i(t)=J+\sigma\left(x_i\cos\Omega t+y_i\sin\Omega t\right), \tag{28}
\]

where \(x_i\) and \(y_i\) are independent normal random numbers of unit variance. The variance of each bond is then \(\sigma^2\) at all times. All bonds share one frequency, so their pattern repeats exactly after \(2\pi/\Omega=827\) fs and is not forgotten for good. The results below end at 800 fs and say nothing about longer times. The carrier's Schrödinger equation is integrated in steps of 1 fs, alternating between the even and the odd bonds, for which each step is a set of independent two-site rotations. The ensemble consists of 12 rings of 200 sites. When the bonds are held still on one ring, the largest difference between the propagation and the eigenstate result is about 2 % of the largest sampled value.

This motion is prescribed. The bonds act on the carrier, but the carrier does not act back, so nothing enforces detailed balance and a thermal carrier heats up. The result is a model with its own defects and not a reference for the real crystal.

With time-dependent bonds, \(\Delta X(t)=\int_0^tV(s)\,ds\) still holds, and the growth rate of the spread defines

\[
D(t)=\frac12\frac{d}{dt}\langle\Delta X^2\rangle=\mathrm{Re}\,\langle V(t)\Delta X(t)\rangle=\int_0^t\mathrm{Re}\,\langle V(t)V(s)\rangle\,ds . \tag{29}
\]

For a thermal start the last integrand does not depend on \(t-s\) alone, because the initial density operator does not commute with the later Hamiltonians. The integral of \(\langle V(t)V(0)\rangle\) is then a different quantity, and the Einstein relation (9) cannot be applied to \(D(t)\). The table shows (29) for the moving and the frozen bonds, with the mean energy gained by the carrier on the moving bonds.

| \(t\) (fs) | moving (cm²/s) | frozen (cm²/s) | gain (meV) |
|---:|---:|---:|---:|
| 20 | 0.65 | 0.65 | 0.3 |
| 50 | 0.26 | 0.23 | 2 |
| 100 | 0.24 | 0.19 | 8 |
| 200 | 0.52 | 0.05 | 23 |
| 400 | 0.65 | 0.05 | 39 |
| 800 | 0.94 | −0.04 | 39 |

At 20 fs the moving lattice is indistinguishable from a frozen one at this precision. By 200 fs the frozen chain spreads far more slowly than at 20 fs, while the moving one still spreads at a comparable rate. The frozen spread is not yet complete: the continued rise of \(L\) with \(\tau\) in the earlier table shows that slow growth goes on. With only twelve rings, the frozen values from 200 fs onward are no larger than about their sampling scatter, so no meaning should be read into the negative sign at 800 fs.

These data support the picture behind the ansatz, but not its value at 300 K. Averaged over 400 to 800 fs, the moving bonds give \(0.95\pm0.04\) cm²/s. Equation (15) gives 0.23 cm²/s on the same rings, lower by a factor of about four. The quoted error comes from only twelve rings and is itself poorly known; a factor between three and four is all that should be read from this comparison. By then the carrier has gained about 1.5 \(kT\), so the comparison is between a heated carrier and a thermal one. How much of the factor is due to heating, and how much to the ansatz, is not separated by this calculation. The integral of \(\mathrm{Re}\langle V(t)V(0)\rangle\), averaged over the same interval, is \(0.14\pm0.21\) cm²/s and too uncertain to decide.

A cleaner comparison uses equal weights for all states. The density operator is then proportional to the identity, which commutes with every \(H(t)\). For two times \(t>s\),

\[
\langle V(t)V(s)\rangle=\frac1N\mathrm{Tr}\left[U^\dagger(t,s)V_tU(t,s)V_s\right], \tag{30}
\]

where \(N\) is the number of sites, \(U(t,s)\) the propagator from \(s\) to \(t\), and \(V_t\) the velocity operator with the bonds at time \(t\). This depends on the motion of the bonds between \(s\) and \(t\). The statistics of (28) are unchanged by a shift of time, so the ensemble average depends on \(t-s\), and the state is stationary.

In this state the mean of \(D(t)\) over 400 to 800 fs is \(2.65\pm0.17\) cm²/s. The frozen chain gives 0.29 and the ansatz 1.85 cm²/s. The integral of the velocity correlation, which should agree with \(D(t)\) in a large ensemble, is \(2.09\pm0.20\) cm²/s; the two differ by about twice their combined error if the errors are treated as independent. The ratios to the ansatz are 1.4 by the first measure and 1.1 by the second. Both estimate the same quantity, so their spread is sampling error; a larger ensemble gives about 2.4 cm²/s, a factor of about 1.25. It describes the size of the diffusivity in this stationary case. Equal weights emphasize different states from those occupied at 300 K, however, so the agreement cannot be transferred to (26) as an error estimate.

### The real crystal

Good rubrene crystals have room-temperature hole mobilities of roughly 10 cm²/Vs, and the parameters used here are rough typical values for such a material. The closeness to (26) is not a confirmation of the model. A real crystal conducts in a plane, and the modest coupling between chains considered above already doubles the computed value. The choice of \(\tau\) and the unresolved discrepancy with the heated carriers leave further freedom.

Devices also violate the assumption of a perfect lattice with thermal motion alone. Impurities, structural defects and the insulator beneath a transistor channel add static variations of the site energies. For a random part of 0.03 eV the model predicts the reduction by roughly a quarter found above. This is only a rough guide, because the ansatz (13) treats all disorder as forgotten after \(\tau\), while static site energies never change. Deep traps, which hold carriers for times much longer than \(\tau\), lie outside it. Formula (16) applies where carriers are dilute, the field is low, the lattice moves slowly compared with the carrier, and one memory time is an acceptable description of how the disorder changes.
